# Forward-flux sampling of adsorbate desorption against the harmonic activated rate

## Definitions and conventions

An adsorbate of mass $m$ has height $z$ above its equilibrium position. Let $x=z/a$, with $a$ the distance from well to saddle, and $v=dx/dt$, so that $v$ is an inverse time. The potential is

$$V=E\,s(x),\qquad s(x)=x^2e^{2-2x}.$$

Its derivatives are $s'=2x(1-x)e^{2-2x}$ and $s''=(2-8x+4x^2)e^{2-2x}$. There is a well at $x=0$ and a saddle of height $E$ at $x=1$; for $x\to\infty$ the potential falls to the gas level, which here equals the bottom of the well. Since $s''(0)=2e^2$ and $s''(1)=-2$, the angular frequencies of well and saddle are

$$\omega_0^2=\frac{2e^2E}{ma^2},\qquad \omega_b^2=\frac{2E}{ma^2},\qquad \omega_0=e\,\omega_b .$$

The wall acts through friction $g$ and white noise at temperature $T$:

$$dv=\Big[-\frac{E}{ma^2}s'(x)-g v\Big]dt+v_{th}\sqrt{2g}\,dW,\qquad v_{th}^2=\frac{k_BT}{ma^2}.$$

The rate $k$ is the number of desorption events per unit time spent bound. The example takes $E=0.60$ eV, $a=0.15$ nm, $m=28$ u, $T=400$ K and $g=10$ ps$^{-1}$. Then $E/k_BT=17.41$, $v_{th}=2.30$ ps$^{-1}$, $\omega_0=36.85$ ps$^{-1}$ and $\omega_b=13.56$ ps$^{-1}$.

## The benchmark

Near the saddle put $y=x-1$. The force term becomes $+\omega_b^2y$. Look for a combination $u=y+cv$ that obeys an equation of its own. Its drift is

$$v+c(\omega_b^2y-gv)=c\,\omega_b^2\,y+(1-cg)v .$$

This equals $r(y+cv)$ if $c\,\omega_b^2=r$ and $1-cg=rc$. The second condition gives $c=1/(r+g)$, and the first then gives

$$r^2+gr-\omega_b^2=0,\qquad r=\sqrt{\omega_b^2+g^2/4}-g/2>0 .$$

Hence $du=ru\,dt+\sqrt{2D}\,dW$ with $D=g v_{th}^2/(r+g)^2$. Let $q(u)$ be the probability of escaping before returning to the well. It has no mean drift along a path, so $ruq'+Dq''=0$ and $q'\propto e^{-ru^2/2D}$. With $q\to0$ and $q\to1$ on the two sides,

$$q=\Phi(u/\sigma),\qquad \sigma^2=D/r,$$

where $\Phi$ is the cumulative normal distribution. The line $u=0$ is where escape and return are equally likely.

The rate is the net flux through $x=1$ of paths that were last in the well. Equilibrium paths run backwards, with $v$ reversed, are equally probable. A state $(x,v)$ therefore came from the well with probability $1-q(x,-v)$, which at $x=1$ is $\Phi(v/w)$ with $w=(r+g)\sigma$, so $w^2=gv_{th}^2/r$. With $\phi$ the Maxwell density, $v\phi=-v_{th}^2\phi'$, and integration by parts gives

$$\int v\,\phi\,\Phi(v/w)\,dv=v_{th}^2\int\phi(v)\frac{e^{-v^2/2w^2}}{\sqrt{2\pi}\,w}dv=\frac{v_{th}^2}{\sqrt{2\pi(v_{th}^2+w^2)}}=\frac{v_{th}}{\sqrt{2\pi}}\sqrt{\frac{r}{r+g}} .$$

Because $r(r+g)=\omega_b^2$, the last root is $r/\omega_b$. The density at the saddle is $e^{-E/k_BT}$ divided by the well integral, which in the harmonic approximation is $\int e^{-\omega_0^2x^2/2v_{th}^2}dx=\sqrt{2\pi}\,v_{th}/\omega_0$. Therefore

$$k_H=\frac{r}{\omega_b}\,\frac{\omega_0}{2\pi}\,e^{-E/k_BT}.$$

Without $r/\omega_b$ this is transition-state theory, which counts every outward crossing as an escape. Here $r=9.45$ ps$^{-1}$ and $r/\omega_b=0.697$, so

$$k_H=0.697\times5.865\times10^{12}\ \mathrm{s^{-1}}\times e^{-17.407}=1.127\times10^5\ \mathrm{s^{-1}},$$

against $1.617\times10^5$ s$^{-1}$ from transition-state theory. The derivation assumes $E\gg k_BT$, so that both expansions hold where they are used, and a well that stays thermally populated up to the saddle energy.

## The naive scheme and its first fault

A direct simulation with a 4 fs step would need about $2\times10^9$ steps per event, since the mean residence time is about 9 µs. The obvious remedy is to cut the climb into stages: place planes $x=x_i$ between well and gas, estimate the chance of getting from each plane to the next, and multiply. Suppose that each stage starts from the positions where the previous one arrived, slightly beyond the plane because of the finite time step, but with fresh outward thermal velocities. For the example this gives $8\times10^{-4}$ of the correct rate.

The fault is in the starting states. Particles cross a plane in proportion to their speed, so equilibrium outward crossings have velocity density $\propto v\,e^{-v^2/2v_{th}^2}$, not $\propto e^{-v^2/2v_{th}^2}$. If friction and noise are ignored between two planes separated by an energy $\Delta$, the chance of passing is $e^{-\Delta/k_BT}$ for the first density and $\mathrm{erfc}\sqrt{\Delta/k_BT}$ for the second. For $\Delta=1.6\,k_BT$, the spacing of the lower planes used here, these are 0.20 and 0.07. The loss is repeated at every stage. This estimate gives the direction of the error, not its full size, because friction and noise do act between planes.

## What consistency requires

Let $L(x,v)$ be any function used to label progress. The bound region is $A=\{L<\lambda_A\}$, and the interfaces are $\lambda_0<\lambda_1<\dots<\lambda_n$ with $\lambda_A\le\lambda_0$. Let $F_0$ be the rate of first arrivals at $L\ge\lambda_0$ after a visit to $A$. From such an arrival, let $\tau_i$ be the first time with $L\ge\lambda_i$ and $\tau_A$ the time of return to $A$. A state beyond $\lambda_{i+1}$ is also beyond $\lambda_i$, so $\tau_i\le\tau_{i+1}$, and reaching the last interface implies having reached all the others. Hence

$$k=F_0\prod_{i=0}^{n-1}P_i,\qquad P_i=\Pr(\tau_{i+1}<\tau_A\mid\tau_i<\tau_A),$$

provided that return from $\lambda_n$ is negligible. Nothing here needs continuous time. If one time step jumps over two interfaces, the second stage succeeds at once. The product is thus an identity for the discretised dynamics too, although the time step still affects the dynamics themselves.

The condition in $P_i$ fixes the starting states: they are the first-arrival states at $\lambda_i$, position and velocity together. A trial ends at $\lambda_{i+1}$ or in $A$. Ending it on return to $\lambda_{i-1}$ would discard paths that fall back and then recover.

Resampling stored arrivals introduces no bias. Let $h_i(x,v)$ be the probability of reaching $\lambda_n$ before $A$ from a state stored at $\lambda_i$. Start $N$ trials from states drawn uniformly from that store, and let $\hat P_i$ be the fraction that succeed. Then

$$\hat P_i\times(\text{mean of }h_{i+1}\text{ over arrivals})=\frac1N\sum_{\text{trials}}1_{\text{success}}\,h_{i+1}.$$

By the Markov property the expectation of the right side, given the store, is the mean of $h_i$ over the store. Applied stage by stage, this shows that $\hat F_0\hat P_0\cdots\hat P_{n-1}$ has the same expectation as $\hat F_0$ times the mean of $h_0$ over the first exits. For a stationary basin run that expectation is $k$. An extinct run counts as zero.

## The second fault: consistent but noisy

Planes in position with stored velocities satisfy all of this. Their first flux can also be checked, because at equilibrium the flux through $x=0.15$ is

$$\frac{v_{th}}{\sqrt{2\pi}}\,\frac{e^{-V(0.15)/k_BT}}{\int_{\rm well}e^{-V/k_BT}dx}=0.675\ \mathrm{ps^{-1}},$$

and the basin run gives 0.668 ps$^{-1}$. Yet the desorption rate comes out as $(1.0\pm0.3)\times10^5$ s$^{-1}$. Twenty independent groups scatter by 1.40 times their mean.

Ancestry shows why. Of 64,150 stored exits, 250 have descendants that desorb. The average exit carries $0.86\,k_BT$ of kinetic energy; the ancestors, weighted by their number of desorbing descendants, carry $6.85\,k_BT$. (The average for the crossing density above is $k_BT$. The stored state lies on average half a step beyond the plane, and the climb over that distance costs about $0.14\,k_BT$.) In the crossing density the fraction with kinetic energy above $6.85\,k_BT$ is $e^{-6.85}\approx10^{-3}$, or some 70 crossings in a run of this length; among the stored states, which have climbed a little beyond the plane, the number is smaller, about 45. Together with the potential energy at the plane, about $2\,k_BT$, the ancestors found in this run hold roughly half the barrier energy when they leave the well. A finite store contains too few of the rarest and fastest exits, so the true average is higher still. For the same reason the scatter of 1.40, and the error bar drawn from it, tend to come out too small. The coordinate $x$ does not see this energy, so the first stage stores mostly exits with no future.

## An order parameter from the saddle

The label should therefore reward velocity, and the saddle analysis supplies the weight. Take

$$L=x+\frac{v}{r+g},\qquad \frac1{r+g}=0.0514\ \mathrm{ps}.$$

Near the saddle $L-1=u$, the variable that decides between escape and return. Using the same combination down in the well is a choice, not a consequence of the derivation. It cannot bias the rate, since the identity holds for any $L$; it can affect the scatter, which has to be measured.

Because $L$ contains the velocity, white noise makes it recross a surface repeatedly in a short interval, the more often the smaller the time step; at 4 fs the effect is still mild. The region $A$ is therefore set apart from the first interface: $\lambda_A=0.30$ and $\lambda_0=0.40$. The scheme is as follows.

1. Simulate bound adsorbates. After each visit to $A$, store the first state with $L\ge\lambda_0$. The number stored per unit time is $\hat F_0$.
2. Draw $N$ starting states, with replacement, from the store.
3. Run each with fresh noise until $L\ge\lambda_{i+1}$ or $L<\lambda_A$. Store the arrivals; their fraction is $\hat P_i$.
4. Repeat steps 2 and 3 up to $\lambda_n$ and multiply.
5. Do this in independent groups, average the group rates, and take the standard error from their scatter.

Each time step $\Delta t$ consists of half a drift, half a force kick, the friction and noise update

$$v\to v\,e^{-g\Delta t}+v_{th}\sqrt{1-e^{-2g\Delta t}}\;\xi$$

with $\xi$ a standard normal number, then half a kick and half a drift. The update preserves the Maxwell density, since $e^{-2g\Delta t}+(1-e^{-2g\Delta t})=1$. The discretisation error scales as $(\omega_0\Delta t)^2$, which is about 0.02 for $\Delta t=4$ fs, but its effect on the rate is larger than that figure. Weighting time-reversed paths by the work done by the integrator shows that the 4 fs step raises the rate by about 4%, and a 2 fs step by about 1%. All sampled rates below use 4 fs and carry this bias.

The last interface is $L=2.4$, well past the saddle. The previous one, $L=1$, gives a check: the harmonic value of its last probability is one half, and the two interface sets give 0.509 and 0.510. The closeness is partly a cancellation: a finite step carries arrivals slightly beyond $L=1$, which raises the probability, while the next term of the force near the saddle, $-\omega_b^2y^2$, pushes towards the well and lowers it. Stopping there would nearly double the rate. For a plane at $x=1$ the corresponding figure follows from the flux integral. If $p$ is the mean escape probability of all equilibrium outward crossings, time reversal and the symmetry of the harmonic saddle give $r/\omega_b=p-(1-p)$, so $p=(1+0.697)/2=0.85$. First arrivals in the position run are a slightly different population and give 0.857. A calculation that stopped at this plane would be about 17% too high.

## Reading the rates

There are 20 groups with 6000 trials per group and interface. The coarse set has $L=0.400,0.475,\dots,1.000,2.400$. Its pooled numbers give

$$0.1577\times0.208\times0.166\times0.140\times0.124\times0.127\times0.161\times0.256\times0.447\times0.509\ \mathrm{ps^{-1}},$$

or $1.13\times10^5$ s$^{-1}$. The estimator defined above, the average of the group products, is $(1.16\pm0.09)\times10^5$ s$^{-1}$; the two averages differ by less than the error. A finer set, with spacing 0.05 up to $L=1$ and its own basin run, gives $(1.19\pm0.10)\times10^5$ s$^{-1}$. The individual probabilities change with the interfaces, while the products agree. Their mean is

$$k_{\rm FFS}=(1.18\pm0.06)\times10^5\ \mathrm{s^{-1}}.$$

This lies 0.8 standard errors above $k_H$ and almost seven below transition-state theory, so the recrossing factor is resolved.

The scatter between groups falls from 1.40 for position planes to 0.33 for the coarse set, with the number of trials per stage and the length of the basin run held fixed. The ratio of the two sample variances is about 18, although the position set has two more stages; twenty groups fix such a ratio only within a factor of two or three at best. The cost per trial was not compared.

The scatter should not be replaced by a binomial estimate. Independent trials would give a relative variance $\sum_i(1-P_i)/(NP_i)$ per group, here $39/6000$, or a scatter of 0.08. The observed value is four times larger. The binomial estimate leaves out the finite number of first exits and the common ancestry of later trials.

## A reference without sampling

Agreement with $k_H$ alone would not show whether sampling error hides a defect of the harmonic formula. The phase-space density $f(x,v,t)$ can be computed directly. It obeys

$$\partial_tf=-v\,\partial_xf+v_{th}^2\frac{V'}{k_BT}\,\partial_vf+g\,\partial_v(v+v_{th}^2\partial_v)f-S(x)f,$$

where $V'=dV/dx$ and $S$ is a sink that removes particles beyond $x=2$. Write $f=e^{-V/2k_BT}\phi(v)\sum_nc_n(x,t)h_n(v/v_{th})$ with normalised Hermite polynomials $h_n$. With $\xi$ now standing for $v/v_{th}$, they satisfy $\xi h_n=\sqrt{n+1}\,h_{n+1}+\sqrt n\,h_{n-1}$ and $v_{th}\partial_v(\phi h_n)=-\sqrt{n+1}\,\phi h_{n+1}$, and the friction term multiplies $\phi h_n$ by $-ng$. The drift term sends $c_n$ to both neighbours with the operator $-v_{th}(\partial_x-V'/2k_BT)$. The force term adds $-v_{th}V'/k_BT$ to the upward part. Collecting the coefficient of $h_n$,

$$\partial_tc_n=-(ng+S)c_n-\sqrt n\,D_+c_{n-1}-\sqrt{n+1}\,D_-c_{n+1},\qquad D_\pm=v_{th}\Big(\partial_x\pm\frac{V'}{2k_BT}\Big).$$

Integrating over time from a thermal well turns this into one linear system for $\int_0^\infty f\,dt$. Its total mass is the mean lifetime $1/k$. The result is $k=1.102\times10^5$ s$^{-1}$; starting the sink at $x=2.5$ changes it by less than 0.01%. The sampled rate lies 1.2 standard errors, or 7%, above it; the finite time step accounts for about 4% of that.

The reference falls short of $k_H$ by 2.2% at 400 K, 3.5% at 600 K and 5.0% at 800 K, roughly in proportion to $T$. Most of this comes from the well. Expand $s\approx e^2x^2(1-2x+2x^2)$, put $b=E/k_BT$ and let $\sigma_0^2=1/(2e^2b)$ be the harmonic variance of $x$. The well integral is multiplied by

$$1-2be^2\langle x^4\rangle+\tfrac12(2be^2)^2\langle x^6\rangle=1-3\sigma_0^2+\tfrac{15}{2}\sigma_0^2=1+\frac{9}{4e^2b},$$

where $be^2=1/(2\sigma_0^2)$, $\langle x^4\rangle=3\sigma_0^4$ and $\langle x^6\rangle=15\sigma_0^6$ were used. At 400 K this lowers the rate by 1.7%, or by 1.85% if the integral is evaluated without expansion. The remaining 0.4 to 0.5% is smaller than the 1% to which the convergence of the reference in grid and velocity modes was tested, so it is not assigned to a cause. The sampling error of 5% cannot resolve even the full gap of 2.2%. Resolving that gap at three standard errors would take about fifty times as many samples, and a shorter step as well: at 4 fs the time-step bias of about +4% exceeds the gap and has the opposite sign, so the estimate would converge slightly above $k_H$. A step near 1 fs brings the bias to about 0.25%.

## Where the benchmark fails

At weak friction the states near the saddle energy drain faster than the wall refills them. To first order in $g$, the energy lost in one oscillation at that energy is

$$\oint g\,ma^2v^2dt=g\oint ma^2v\,dx=gS_b,\qquad S_b=2\int\sqrt{2ma^2E(1-s)}\,dx,$$

with the integral running between the turning points. At $g=10$ ps$^{-1}$ the formula gives $40\,k_BT$. This exceeds $E$ and so cannot be an actual loss; it shows that friction is no longer weak over one oscillation, and that the well is well supplied. At $g=1$ ps$^{-1}$, all else fixed, it is $4\,k_BT$, and the Fokker–Planck rate is 0.81 of $k_H$. The identity behind forward-flux sampling does not depend on this condition, so with a stationary basin run the expectation of the estimate is the lower rate. Sampling it is another matter. At weak friction the energy is gathered over several oscillations, and a particle that desorbs has nearly the full barrier energy already when it leaves $A$ for the last time. Such exits are too rare for a basin run of the present length, so the interfaces used here would give a badly scattered estimate. (The program compares the ratio 0.81 with the Mel'nikov–Meshkov depopulation factor, 0.83, which is not derived here.)

## Beside a real wall

The numbers are round values chosen for illustration, with the mass of CO. Neither the potential nor the friction is fitted to a particular surface. The outer barrier belongs to the model: CO adsorbs on many metals with little or no barrier, and its desorption then has no such saddle.

Real walls also break the assumption of a single fixed barrier, since sites and coverage vary. Lowering $E$ by 0.05 eV with the frequencies held fixed multiplies the rate by 4.3. Lateral motion is also missing: if two lateral modes softened from 3.0 to 1.5 THz at the saddle, the rate would rise by $(3.0/1.5)^2=4$. The friction was taken equal at all heights, whereas the coupling to a wall weakens with distance. If it decayed over 0.1 nm from its value at the well, the saddle would feel 2.2 ps$^{-1}$, $r/\omega_b$ would be 0.92 instead of 0.70, and the rate would rise by a factor of about 1.3. A wall 5 K hotter gives a factor 1.24, and friction of the same total strength with an exponential memory of 0.05 ps gives 1.13. Quantum corrections, estimated for harmonic motion without friction, are 1.02 for the well and 1.003 for the saddle.

An assumed ion flux of $10^{15}$ cm$^{-2}$s$^{-1}$ on an area of $10^{-15}$ cm$^2$ gives one impact per second, negligible beside $10^5$ thermal desorptions per second. By the harmonic formula the two become equal near 240 K, if every impact removes the molecule. At 400 K the uncertainty of the surface parameters far exceeds both the sampling error and the anharmonic correction.

## Values computed for the example and the checks

```
barrier 0.60 eV, length a 0.15 nm, mass 28 u
temperature 400 K, friction 10 1/ps
kT 0.03447 eV, barrier/kT 17.407
thermal velocity / a 2.298 1/ps
w_0 36.85 1/ps, w_b 13.56 1/ps, w_0/2pi 5.865 THz
r 9.449 1/ps, r/w_b 0.6970, 1/(r+g) 0.05142 ps
time step 4 fs, groups 20, trials/group/face 6000
bound region A: L < 0.30
coarse faces L: 0.400 0.475 0.550 0.625 0.700 0.775 0.850 0.925 1.000 2.400
coarse P: 0.208 0.166 0.140 0.124 0.127 0.161 0.256 0.447 0.509
fine faces L: 0.40 0.45 0.50 0.55 0.60 0.65 0.70 0.75 0.80 0.85 0.90 0.95 1.00 2.40
fine P: 0.360 0.321 0.295 0.277 0.261 0.252 0.251 0.267 0.308 0.376 0.489 0.617 0.510
flux F0: coarse 0.1577, fine 0.1553 1/ps
stored exits: coarse 15140, fine 14908
FFS coarse 1.16e+05 +- 8.7e+03 1/s
FFS fine   1.193e+05 +- 9.5e+03 1/s
FFS mean   1.176e+05 +- 6.4e+03 1/s
Fokker-Planck rate 1.1015e+05 1/s
harmonic rate 1.1268e+05 1/s
transition-state rate 1.6166e+05 1/s
FFS/Fokker-Planck 1.068, FFS/harmonic 1.044
mean residence time, Fokker-Planck 9.078 us
Fokker-Planck/harmonic at 800 K: 0.9498
Fokker-Planck/harmonic at 600 K: 0.9649
Fokker-Planck/harmonic at 400 K: 0.9776
sink start moved x = 2.0 to 2.5: rate ratio 0.99992
P(escape | first arrival at L = 1) 0.509
position faces x: 0.150 0.211 0.266 0.320 0.375 0.433 0.496 0.569 0.658 0.790 1.000 2.000
position P: 0.202 0.203 0.197 0.201 0.203 0.195 0.182 0.172 0.164 0.320 0.857
position exit flux 0.6682 1/ps, equilibrium 0.6746 1/ps
position FFS 1.007e+05 +- 3.2e+04 1/s
relative group scatter: position 1.404, coarse L 0.334
exits with desorbing descendants: position 250 of 64150, coarse L 1675
kinetic energy at exit x = 0.15: all 0.86 kT, ancestors 6.85 kT
first arrivals at x = 1: 1.285e+05 1/s, P(x=2|x=1) 0.857
velocities redrawn: rate/Fokker-Planck 8.19e-04
energy loss per cycle/kT at 10 1/ps: 39.95
energy loss per cycle/kT at 1 1/ps: 3.99
at 1 1/ps: Fokker-Planck/harmonic 0.809
at 1 1/ps: depopulation factor 0.830
quantum factors: well 1.0208, saddle 1.0028
friction memory 0.05 ps: rate factor 1.131
two lateral modes 3.0 to 1.5 THz: factor 4.00
barrier lower by 0.05 eV: factor 4.27
wall hotter by 5 K: factor 1.240
ion flux 1e+15 1/(cm2 s), area 1e-15 cm2
ion impacts per adsorbate 1 1/s
```
